# Positivity of the transmission cross-coefficient operator and the coherent-mode image sum, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The image as a positive quadratic form

### 1. What symmetry fixes

A thin mask with complex transmission $t(x)$ is illuminated by an extended source and imaged by a lens. Three properties of the arrangement fix the form of the image intensity $I(x)$ before any diffraction integral is written.

First, the field is linear in $t$, and the time-averaged intensity is a mean squared field. It is unchanged when $t$ is multiplied by a constant phase factor. The intensity therefore contains products of one $t$ and one $t^*$:

$$
I(x)=\iint Q(x;x_1,x_2)\,t(x_1)\,t^*(x_2)\,dx_1dx_2 .
$$

Second, if moving the mask moves the image by the same amount, $Q$ depends on $x-x_1$ and $x-x_2$ alone. Write

$$
M(f)=\int t(x)e^{-ifx}dx,\qquad
t(x)=\int M(f)e^{ifx}\frac{df}{2\pi},
$$

insert the second expression for $t$, and substitute $y_j=x-x_j$. The exponent becomes $if(x-y_1)-if'(x-y_2)$, so that

$$
I(x)=\iint T(f,f')M(f)M^*(f')e^{i(f-f')x}\frac{df\,df'}{(2\pi)^2},
\tag{1}
$$

$$
T(f,f')=\iint Q(y_1,y_2)e^{-ify_1+if'y_2}dy_1dy_2 .
$$

The function $T$ is the transmission cross-coefficient. It contains the source and the lens but not the mask.

Third, intensity is real and nonnegative. Put $x=0$ and $v(f)=M^*(f)/2\pi$. Equation (1) is then the quadratic form

$$
I(0)=\iint v^*(f)T(f,f')v(f')\,df\,df' .
$$

If this is real for every complex $v$, then $T$ is Hermitian, because a complex quadratic form determines its kernel. If it is nonnegative for every $v$, then $T$ is positive semidefinite. Symmetry thus tells us what to expect. It remains to show that a definite optical model has these properties, and to establish that the operator has a discrete set of eigenvalues.

Dimensional analysis fixes the scale. In atomic units, with $\hbar=1$, light of photon energy $\omega$ has wavenumber $k=\omega/c$. A lens of numerical aperture $\mathrm{NA}$ accepts transverse wavenumbers up to $k\,\mathrm{NA}$. From here on, frequencies are measured in units of $k\,\mathrm{NA}$ and lengths in units of $1/(k\,\mathrm{NA})$. Mask coordinates are referred to the image side at unit magnification.

### 2. Assumptions and theorem

The derivation is written for one transverse dimension. In two dimensions $f$, $s$ and $x$ become vectors, and each factor $1/2\pi$ becomes $1/(2\pi)^2$.

**A1.** The light is scalar and quasi-monochromatic. Different source points emit mutually incoherent light.

**A2.** The source density $J(s)$ is bounded, nonnegative, zero for $|s|>\sigma$, and normalized by $\int J\,ds=1$. Source point $s$ illuminates the mask with the plane wave $e^{isx}$.

**A3.** The mask is thin: its transmission $t(x)$ is the same for all illumination directions. It is integrable, so $|M(f)|\le\int|t|\,dx$.

**A4.** The lens is shift invariant. It multiplies the transverse Fourier component $g$ by a bounded pupil function $P(g)$, which is zero for $|g|>1$. Aberrations and defocus enter as phases of $P$.

The mask frequencies that can reach the image satisfy $|f+s|\le1$ for some $|s|\le\sigma$. They lie in the band $B=[-1-\sigma,\,1+\sigma]$. On the square-integrable functions on $B$ we use the inner product

$$
\langle\chi,\phi\rangle=\int_B\chi^*(f)\phi(f)\,df .
$$

**Theorem.** Under A1–A4 let

$$
T(f,f')=\int J(s)P(f+s)P^*(f'+s)\,ds,
\tag{2}
$$

$$
(T\phi)(f)=\int_B T(f,f')\phi(f')\,df' .
$$

(i) $T$ is Hermitian, positive semidefinite and trace class, with $\operatorname{Tr}T=\int|P(g)|^2dg$.

(ii) Let $\phi_n$ be its orthonormal eigenfunctions and $\lambda_1\ge\lambda_2\ge\dots\ge0$ its eigenvalues. Then

$$
I(x)=\sum_n\lambda_n|c_n(x)|^2,\qquad
c_n(x)=\int_B\phi_n(f)M(f)e^{ifx}\frac{df}{2\pi}.
\tag{3}
$$

(iii) If $I_N$ denotes the first $N$ terms of this sum, then at every $x$

$$
0\le I(x)-I_N(x)\le\lambda_{N+1}C_M,\qquad
C_M=\int_B|M(f)|^2\frac{df}{(2\pi)^2}.
\tag{4}
$$

The word "semidefinite" matters: zero eigenvalues can occur. For example, let $P=1$ inside the pupil and $\sigma<1$. Every shifted pupil then equals one on $|f|<1-\sigma$, so a function that is confined to this interval and integrates to zero has eigenvalue zero.

### 3. The optical model gives the expected form

**Lemma 1.** Under A1–A4 the image has the form (1), with $T$ given by (2).

*Proof.* The field behind the mask due to source point $s$ is $t(x)e^{isx}$. Its Fourier transform is

$$
\int t(x)e^{isx}e^{-igx}dx=M(g-s).
$$

The lens multiplies this by $P(g)$, and the inverse transform gives the image field

$$
E_s(x)=\int P(g)M(g-s)e^{igx}\frac{dg}{2\pi}.
$$

Substitute $g=f+s$, with $s$ fixed:

$$
E_s(x)=e^{isx}\int P(f+s)M(f)e^{ifx}\frac{df}{2\pi}.
\tag{5}
$$

Mutual incoherence means that intensities from different source points add, without interference terms:

$$
I(x)=\int J(s)|E_s(x)|^2ds .
\tag{6}
$$

The prefactor $e^{isx}$ has modulus one and drops out. Write the squared modulus as the integral in (5) times its complex conjugate, with integration variable $f'$ in the conjugate:

$$
\begin{aligned}
I(x)=\int J(s)\iint &P(f+s)P^*(f'+s)M(f)M^*(f')\\
&\times e^{i(f-f')x}\frac{df\,df'}{(2\pi)^2}\,ds .
\end{aligned}
$$

All factors are bounded and the integration region is bounded, so the integrand is absolutely integrable and the order of integration may be changed. Doing the $s$ integral first produces (2) and hence (1). $\square$

**Remark on normalization.** A clear field, $t=1$, is not integrable, but its image follows directly. The lens receives the single plane wave $e^{isx}$ and returns $P(s)e^{isx}$. Hence $I=\int J(s)|P(s)|^2ds$. This equals one if $\sigma\le1$ and $|P|=1$ inside the pupil. Intensities in the example of Part II are in this clear-field unit.

**Remark on real space.** The same field can be written without the mask spectrum. Define the lens response $K$ and the source coherence function $\gamma$ by

$$
K(x)=\int P(g)e^{igx}\frac{dg}{2\pi},\qquad
\gamma(d)=\int J(s)e^{isd}ds .
$$

Inserting $M(g-s)=\int t(x')e^{isx'}e^{-igx'}dx'$ into the field before the substitution gives

$$
E_s(x)=\int K(x-x')t(x')e^{isx'}dx' .
$$

Squaring, and integrating over $s$, gives

$$
\begin{aligned}
I(x)=\iint &K(x-x_1)K^*(x-x_2)\,\gamma(x_1-x_2)\\
&\times t(x_1)t^*(x_2)\,dx_1dx_2 .
\end{aligned}
\tag{7}
$$

This identifies the kernel $Q$ of Section 1. Light from two mask points interferes with a strength set by $\gamma$, which is the sense in which the image is partially coherent. Equation (7) also gives a way to compute the image without using $T$ or its eigenfunctions.

### 4. Hermiticity and positivity

**Lemma 2.** $T(f',f)^*=T(f,f')$.

*Proof.* Exchange the arguments in (2) and take the complex conjugate. Since $J$ is real,

$$
\begin{aligned}
T(f',f)^*&=\left[\int J(s)P(f'+s)P^*(f+s)\,ds\right]^*\\
&=\int J(s)P^*(f'+s)P(f+s)\,ds=T(f,f').\qquad\square
\end{aligned}
$$

The sign of $J$ plays no part in this lemma. It enters in the next one.

**Lemma 3.** For every square-integrable $\phi$ on $B$,

$$
\langle\phi,T\phi\rangle=\int J(s)\left|\int_BP^*(f+s)\phi(f)\,df\right|^2ds\ge0 .
\tag{8}
$$

*Proof.* From the definitions,

$$
\langle\phi,T\phi\rangle=\iint\phi^*(f)\int J(s)P(f+s)P^*(f'+s)\,ds\;\phi(f')\,df\,df' .
$$

A square-integrable function on a bounded interval is integrable, and $J$ and $P$ are bounded, so the integrals may be exchanged. For fixed $s$ the integrand separates into a function of $f$ and a function of $f'$:

$$
\langle\phi,T\phi\rangle=\int J(s)
\left[\int\phi^*(f)P(f+s)df\right]
\left[\int P^*(f'+s)\phi(f')df'\right]ds .
$$

The first bracket is the complex conjugate of the second. Their product is a squared modulus, and its weight $J(s)$ is nonnegative. $\square$

In the notation of quantum mechanics, let $P_s$ be the shifted pupil $P_s(f)=P(f+s)$. Then

$$
T=\int J(s)\,|P_s\rangle\langle P_s|\,ds .
$$

This has the structure of a density operator for a statistical mixture, apart from its trace. The mixture is over source points, and $J(s)$ supplies the probabilities. Positivity comes from those probabilities and needs no symmetry or reality of the pupil. An aberration can change the positive eigenvalues, but it cannot make any eigenvalue negative.

**Remark on a signed source.** Suppose that a source is represented as a difference of two distributions and the resulting $J$ is negative somewhere. Lemma 2 still holds, but the proof of Lemma 3 fails. A specific case uses unit-weight uniform sources of half-widths $0.4$ and $0.2$. Take three times the wide source minus twice the narrow one. The total weight is $3-2=1$, while the density in the inner part is

$$
\frac{3}{2(0.4)}-\frac{2}{2(0.2)}=3.75-5=-1.25 .
$$

With the defocused pupil of Part II, the lowest computed eigenvalue is $-0.164$. The form (8) becomes negative when the inner integral is concentrated on the negative part of the source. By the argument of Section 1, a mask whose spectrum is close to the conjugate of that eigenfunction would have a negative computed intensity at $x=0$. Such a source is unphysical. The same failure can enter a calculation through a fitted or interpolated source that goes below zero.

### 5. Factorization and trace

Positivity does not by itself give a discrete spectrum. That follows from a factorization of $T$ into two simpler operators.

**Lemma 4.** Define an operator from functions on the source to functions on the band by

$$
(Ag)(f)=\int\sqrt{J(s)}\,P(f+s)g(s)\,ds .
$$

Then $T=AA^\dagger$, and $T$ is compact with $\operatorname{Tr}T=\int|P(g)|^2dg$.

*Proof.* The adjoint is fixed by $\langle\phi,Ag\rangle=\langle A^\dagger\phi,g\rangle$, which gives

$$
(A^\dagger\phi)(s)=\sqrt{J(s)}\int_BP^*(f+s)\phi(f)\,df .
$$

Applying $A$ to this function produces $\sqrt J\sqrt J=J$ and the kernel (2), so $T=AA^\dagger$. Now take any orthonormal basis $e_n$ of the functions on $B$. Since $\langle e_n,Te_n\rangle=\|A^\dagger e_n\|^2$,

$$
\sum_n\langle e_n,Te_n\rangle
=\int J(s)\sum_n\left|\int_BP^*(f+s)e_n(f)df\right|^2ds .
$$

The terms are nonnegative, so the sum and the integral may be exchanged. By Parseval's relation the inner sum is $\int_B|P(f+s)|^2df$. For $|s|\le\sigma$ the shifted pupil lies inside $B$, so this integral equals $\int|P(g)|^2dg$ for each source point. With $\int J\,ds=1$,

$$
\operatorname{Tr}T=\int J(s)\,ds\int|P(g)|^2dg=\int|P(g)|^2dg .
\tag{9}
$$

The result is finite. It is also the sum of $\|A^\dagger e_n\|^2$, so $A^\dagger$ is a Hilbert–Schmidt operator. Such an operator is a norm limit of finite-rank operators and is therefore compact; so is $T=AA^\dagger$. $\square$

Lemmas 2, 3 and 4 prove part (i) of the theorem. The trace has a direct meaning: it is the transmission of the pupil integrated over frequency. With the source normalized, the shape of the source redistributes this total among the eigenvalues but does not change it. A pure phase aberration leaves it unchanged too.

**Lemma 5.** The operator $G=A^\dagger A$, which acts on functions of the source coordinate, has the same nonzero eigenvalues as $T$, with the same multiplicities. Its kernel is

$$
G(s,s')=\sqrt{J(s)J(s')}\int P^*(f+s)P(f+s')\,df .
\tag{10}
$$

*Proof.* The kernel follows by applying $A^\dagger$ to $Ag$. If $T\phi=\lambda\phi$ with $\lambda>0$, put $g=A^\dagger\phi$. Then

$$
Gg=A^\dagger AA^\dagger\phi=A^\dagger T\phi=\lambda g .
$$

Here $g\ne0$, because $Ag=T\phi=\lambda\phi\ne0$. The map from $\phi$ to $g$ has the inverse $g\mapsto Ag/\lambda$, and the same argument with $A$ and $A^\dagger$ exchanged covers the other direction. Eigenspaces therefore have equal dimension. $\square$

The kernel $G$ compares the pupils seen from two source points. If all shifted pupils are nearly equal, one eigenvalue dominates. If they overlap little and no single source point dominates, the weight is shared among two or more eigenvalues.

### 6. Where the assumptions enter

If a thick mask responds differently to each illumination direction, $M(f)$ in (5) becomes $M(f,s)$. The intensity (6) is still nonnegative, but $M$ can no longer be taken outside the source integral. In general there is then no kernel $T$ independent of the mask, and the theorem does not apply in its present form.

A dependence of the lens on the source point is less harmful. If $P(f+s)$ is replaced by a bounded function $P_j(f,s)$ for each field component $j$, and the detected intensity is the sum of their squared moduli, the kernel becomes

$$
T(f,f')=\sum_j\int J(s)P_j(f,s)P_j^*(f',s)\,ds .
$$

The steps of Lemma 3 again give a sum of squared moduli with nonnegative weights. Hermiticity and positivity survive, while the trace formula (9) must be replaced by the corresponding sum over components.

## Part II. Coherent images, truncation and a worked case

### 7. Symbols and results carried over

Frequencies are in units of $k\,\mathrm{NA}$ and lengths in units of $1/(k\,\mathrm{NA})$. The mask $t(x)$ has spectrum $M(f)$, the pupil $P(g)$ vanishes for $|g|>1$, and the normalized source density $J(s)\ge0$ vanishes for $|s|>\sigma$. The band is $B=[-1-\sigma,1+\sigma]$. Part I established that

$$
I(x)=\iint T(f,f')M(f)M^*(f')e^{i(f-f')x}\frac{df\,df'}{(2\pi)^2},
$$

where $T(f,f')=\int J(s)P(f+s)P^*(f'+s)ds$ is the kernel of a compact, Hermitian, positive semidefinite operator with trace $\int|P|^2dg$. Its nonzero eigenvalues are shared by the source-side operator $G$ of (10). The lens response is $K$, and $\gamma$ is the source coherence function.

The image has the form (1), and its kernel $T$ is Hermitian, positive semidefinite and trace class, which proves part (i) of the theorem. It remains to prove the coherent-mode sum (3) and the truncation bound (4), and to treat periodic masks, limiting cases and a defocused example.
